# Eigenvalue Correction from a Total-Energy Image Correction in Anisotropic Hosts

## Problem

A charged point defect is computed in a periodic cell. Its net charge is $q=+2$ in units of the elementary charge, and a uniform background makes the cell neutral. The host has a relative dielectric tensor $\varepsilon$ that need not be isotropic. The image correction to the total energy is

$$C=E_{\rm iso}-E_{\rm per}=+0.40\ \text{eV},$$

where "iso" denotes one defect in an infinite host and "per" the periodic cell.

(a) Show that the eigenvalue of the localized defect state requires a correction of $-0.40$ eV.

(b) Explain where the dielectric tensor enters, and why it is not needed to answer (a).

(c) For an oxide with relative permittivities 18, 16 and 13 along the edges of a cubic cell, find the edge that gives this $C$, and judge the main assumptions.

**Conventions.** Energies are in eV and lengths in nm. $\Phi(\mathbf r)$ is the energy of a unit positive test charge, so an electron has energy $-\Phi$. The Coulomb constant is $K=e^2/(4\pi\epsilon_0)=1.440$ eV nm. The cell average of $\Phi$ is zero in the periodic calculation, and $\Phi$ vanishes at infinity for the isolated defect. A correction is what must be added to the periodic result.

**Assumptions.** The host responds linearly, the ions are relaxed for charge $q$, and the defect charge and the localized state are small compared with the cell. $C$ contains the image term alone; any separate potential-alignment term has been removed.

## Hints

1. Call the potential that the images and background of a unit charge produce at the defect site $-w$. What is it for charge $q$?
2. Build up the charge gradually. The potential grows with the charge, so the energy contains a factor $1/2$.
3. An electron in the localized state feels the full potential of the final charge. Is there a factor $1/2$ now? What sign does the electron's charge give?
4. Eliminate $w$ between the two results.

## Full solution

### The potential at the defect site

For a unit point charge in the infinite host, the Poisson equation is

$$\nabla\cdot(\varepsilon\nabla\Phi)=-4\pi K\,\delta(\mathbf r).$$

Substitute $\mathbf r=\varepsilon^{1/2}\mathbf u$. The operator on the left becomes the ordinary Laplacian in $\mathbf u$, and $\delta(\mathbf r)=\delta(\mathbf u)/\sqrt{\det\varepsilon}$. The solution is therefore

$$\Phi=\frac{K}{\sqrt{\det\varepsilon}\,\rho},\qquad \rho=|\mathbf u|=\sqrt{\mathbf r\cdot\varepsilon^{-1}\mathbf r}.$$

Now place a unit charge at every lattice vector $\mathbf R$, add the background, and leave out the direct potential of the charge at the origin. The sum over images and the background integral each diverge, so both are damped by $e^{-\mu^2\rho^2}$. With cell volume $\Omega$, and $d^3r=\sqrt{\det\varepsilon}\,d^3u$, the background term is

$$\frac1\Omega\int d^3r\,\frac{e^{-\mu^2\rho^2}}{\sqrt{\det\varepsilon}\,\rho}
=\frac{4\pi}{\Omega}\int_0^\infty u\,e^{-\mu^2u^2}du=\frac{2\pi}{\mu^2\Omega}.$$

Subtracting it removes the cell average of the damped potential, as the convention requires. Hence

$$-w=K\lim_{\mu\to0}\left[\sum_{\mathbf R\ne0}\frac{e^{-\mu^2\rho_R^2}}{\sqrt{\det\varepsilon}\,\rho_R}-\frac{2\pi}{\mu^2\Omega}\right].\tag{1}$$

A faster form follows from $1/\rho=\operatorname{erfc}(\gamma\rho)/\rho+\operatorname{erf}(\gamma\rho)/\rho$, with any $\gamma>0$. The first part is summed directly. The second is the potential of a Gaussian charge and is summed over reciprocal vectors $\mathbf G$, where the kernel is $4\pi/(\mathbf G\cdot\varepsilon\mathbf G)$ times $e^{-\mathbf G\cdot\varepsilon\mathbf G/4\gamma^2}$. Two constants must be subtracted:

- The reciprocal sum includes the Gaussian at the origin, whose central value is $\operatorname{erf}(\gamma\rho)/\rho\to2\gamma/\sqrt\pi$.
- The short-range part has the cell average $\frac{1}{\Omega}\int d^3u\,\operatorname{erfc}(\gamma u)/u=\pi/(\Omega\gamma^2)$.

The result is the anisotropic Ewald sum

$$-\frac wK=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\gamma\rho_R)}{\sqrt{\det\varepsilon}\,\rho_R}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\mathbf G}
-\frac{2\gamma}{\sqrt{\pi\det\varepsilon}}-\frac{\pi}{\Omega\gamma^2}.\tag{2}$$

For charge $q$, linearity gives the site potential

$$\Phi_{\rm im}=-qw.\tag{3}$$

### The total energy

Raise the charge in every cell from $0$ to $q$. At an intermediate charge $q'$, the images and background contribute $-q'w$ to the site potential. The background charge added at the same time is uniform and meets the average potential, which is zero, so it costs no work. The potential of the defect's own charge in the infinite host occurs in both calculations and cancels. Per cell,

$$E_{\rm per}-E_{\rm iso}=\int_0^q(-q'w)\,dq'=-\frac{q^2w}{2}.$$

Reversing the sign gives the correction

$$C=\frac{q^2w}{2}.\tag{4}$$

The energy stored in the polarized host is included, because this is the reversible work done on a linear medium.

### The localized eigenvalue

The electron does not build up the defect charge. It sits in the potential of the completed charge, so no factor $1/2$ appears. If the state is narrow, $\Phi_{\rm im}$ is nearly constant across it, and its periodic eigenvalue contains the spurious energy

$$-\Phi_{\rm im}=+qw.$$

For positive $q$ and $w$ the periodic level is too high. The correction is

$$\Delta\epsilon=-qw.\tag{5}$$

Equation (4) gives $w=2C/q^2$, and therefore

$$\boxed{\Delta\epsilon=-q\,\frac{2C}{q^2}=-\frac{2C}{q}}\tag{6}$$

For the given data,

$$w=\frac{2(0.40)}{2^2}=0.20\ \text{eV},\qquad \Delta\epsilon=-2(0.20)=-0.40\ \text{eV},$$

or $-0.0147$ hartree. This answers (a). The magnitudes agree because $2/|q|=1$ for a doubly charged defect. For $q=+1$ in the same cell, $C=0.10$ eV and $\Delta\epsilon=-0.20$ eV.

This correction belongs to the localized state. A state spread uniformly over the cell feels the average potential, which is zero, and has no such shift to first order. Moving the band edges by the same amount would cancel the correction to the level's position in the gap.

### The same result from Janak's theorem

In a mean-field functional that obeys Janak's theorem, an eigenvalue is the slope of the total energy with respect to the occupation $N$ of its state: $\epsilon=\partial E/\partial N$. Relaxed ions exert no first-order effect on this slope, because the forces on them vanish. Apply the theorem to both boundary conditions and subtract. Since adding an electron lowers the charge, $dN=-dq$, and

$$\Delta\epsilon=\frac{dC}{dN}=-\frac{dC}{dq}=-\frac{d}{dq}\left(\frac{q^2w}{2}\right)=-qw.$$

### Where the tensor enters

The tensor and the cell shape enter through $w$ alone. They decide how large $C$ is, but $w$ cancels in (6). This answers (b). The cancellation requires that $C$ and $\Delta\epsilon$ refer to the same cell, the same charge and the same screening.

In the isotropic cubic limit, (2) has the form $w=\alpha K/(\varepsilon L)$ with a pure number $\alpha$, because $L$ is then the only length. The numbers below give $\alpha=2.84$.

### The cell and its numbers

If all lengths are multiplied by a factor, (1) shows that $w$ is divided by it. The edge can therefore be solved for. With permittivities 18, 16 and 13, $C=0.40$ eV requires

$$L=1.306\ \text{nm}.$$

At this edge both the Ewald sum (2) and the damped direct sum (1) give $w=0.2000$ eV. The site potential is $-0.40$ V, and an electron there is raised by $0.40$ eV.

Replacing the tensor by its mean, 15.67, in the same cell gives $C=0.399$ eV, a change of only 0.2%. Symmetry explains why it is small. In a cubic cell with an isotropic tensor the three axes are equivalent, so a small change of the diagonal permittivities can alter $w$ to first order only through their sum. Keeping the mean fixed leaves an error of second order.

Stronger anisotropy is less forgiving. For permittivities 15, 15 and 4 in the same cell, both sums give $w=0.266$ eV. The mean is 11.33, and since $w\propto1/\varepsilon$ in the isotropic case, it would give

$$w=\frac{0.3992}{2}\times\frac{15.67}{11.33}=0.276\ \text{eV},$$

which is about 4% above the tensor result. Relation (6) is unaffected, provided that $C$ was obtained with the right tensor.

### A test with a defect of finite size

Relation (6) was tested on a mean-field defect in the 1.306 nm cell. One orbital is bound by a Gaussian well of depth 20 eV and width parameter 0.18 nm. The core charge is a Gaussian of width parameter $s=0.08$ nm, and all charges interact through the anisotropic kernel. Total energies and eigenvalues were computed separately with periodic and with isolated interactions, always at net charge $+2$:

- Empty orbital: $C=0.3935$ eV and $\Delta\epsilon=-0.3933$ eV.
- One electron in the orbital: $C=0.3938$ eV and $\Delta\epsilon=-0.3933$ eV.

Sign and factor agree with (6) at this charge; the dependence on $q$ rests on the derivation. The magnitudes fall 6 to 7 meV short of 0.40 eV because the charges have a width. Near the site the remaining source is the background of density $-q/\Omega$, so for a nearly isotropic host $\varepsilon\nabla^2\Phi_{\rm im}=4\pi Kq/\Omega$. In a cubic cell with an isotropic tensor, symmetry makes the quadratic term of $\Phi_{\rm im}$ proportional to $r^2$. With $\nabla^2r^2=6$, this gives

$$\Phi_{\rm im}(r)\simeq-qw+\frac{2\pi Kq}{3\varepsilon\Omega}\,r^2.$$

For the tensor used here, the coefficient of the quadratic term depends on direction. It is about 0.20, 0.18 and 0.13 eV/nm² along the three axes, against 0.17 eV/nm² from this formula with the mean permittivity. A spherical charge samples only the average over the axes, which is also about 0.17 eV/nm², so the formula suffices here.

For the empty orbital, the mean squared distance between two points of the Gaussian core is $6s^2$. The energy correction therefore changes by

$$-\frac{q^2}{2}\,\frac{2\pi K}{3\varepsilon\Omega}\,6s^2
=-2\times\frac{2\pi(1.440)}{3(15.67)(1.306)^3}\times6(0.08)^2=-6.6\ \text{meV},$$

close to the computed $-6.5$ meV. The term falls as $1/\Omega$, faster than the $1/L$ of the main correction.

### Overlap with the images

Electrostatics is not the only finite-cell error. If the state reaches its images, its level also shifts by tunnelling, and (6) does not repair that. A lattice of zero-range wells gives an estimate. Let $\kappa$ be the decay constant of the isolated state, whose wave function near its well is proportional to $1/r-\kappa$. With all wells in phase, the periodic state is

$$\psi=\sum_{\mathbf R}\frac{e^{-\kappa_L|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}
\simeq\frac1r-\kappa_L+\sum_{\mathbf R\ne0}\frac{e^{-\kappa_LR}}{R}$$

near the origin. The well imposes the same constant term $-\kappa$, so

$$\kappa_L=\kappa+\sum_{\mathbf R\ne0}\frac{e^{-\kappa_LR}}{R}.$$

Take a level 2 eV below the conduction band and an effective mass of 0.2 electron masses, both rough. Then $\kappa=3.240$ nm$^{-1}$ and $\kappa_L=3.318$ nm$^{-1}$. Since the binding energy is proportional to the square of the decay constant, the level moves by

$$-2.0\left[\left(\frac{3.318}{3.240}\right)^2-1\right]\simeq-0.10\ \text{eV}.$$

This is a quarter of the image correction, so for such a state the word "localized" is a real condition in this cell. The number itself is uncertain, because the overlap depends exponentially on $\kappa$: at the same depth, an effective mass of 0.4 gives about $-0.01$ eV and a mass of 0.1 about $-0.46$ eV. The estimate shows that overlap can matter in this cell, not how large it is in a given oxide. A parabolic effective mass is also an extrapolation 2 eV below the band edge. These numbers are for wells in phase, that is, for sampling at the zone centre. At wave vector $\mathbf k$ each image term carries the factor $\cos(\mathbf k\cdot\mathbf R)$. For mass 0.2 the shift is then about $+0.07$ eV at the zone corner, and below $0.001$ eV at $\mathbf k=(2\pi/L)(\tfrac14,\tfrac14,\tfrac14)$, where the six nearest images drop out. The choice of k-points can therefore remove most of this error, and a larger cell suppresses it roughly exponentially.

### Beside a real gate dielectric

The charge and the permittivities resemble those of a doubly positive oxygen vacancy in monoclinic hafnium oxide, a gate insulator. The Gaussian well and the level depth used above were not fitted to that defect. The permittivities are rough values. The edge of 1.306 nm was solved for and is not a multiple of the crystal cell, whose edges are roughly 0.5 nm; near-cubic supercells of two or three repeats lie on either side of it. The real cell is also oblique. An angle of 99 degrees and an off-diagonal permittivity of 1, at the same volume, give $C=0.4015$ eV, a change of 0.4%. Device films can break the assumption of one uniform bulk permittivity where their structure or composition varies. If all permittivities are 10% larger at fixed cell, $C$ falls to $0.40/1.1=0.364$ eV, and $\Delta\epsilon$ becomes $-0.364$ eV. Nearby electrodes produce physical image charges, which belong to the device and are not described by this correction. This completes (c).

## Variation 1: capture of a whole electron

**Question.** What is the correction to the energy change when the $+2$ defect captures one electron?

**Solution.** If the ions relax fully in both charge states, (4) applies to each:

$$C(1)-C(2)=0.10-0.40=-0.30\ \text{eV}.$$

For the step between $+3$ and $+2$ it is $C(2)-C(3)=0.40-0.90=-0.50$ eV. The eigenvalue correction is the slope at $q=2$, and for a quadratic function it equals the mean of these two differences, $-0.40$ eV.

In a vertical transition the ions stay where they were for charge $q$. For either boundary condition, represent the ionic polarization by a coordinate $x$:

$$E(Q,x)=\frac{aQ^2}{2}+xQ+\frac{x^2}{2b},\qquad b>0.$$

Here $a$ contains the electronic response. Setting $\partial E/\partial x=0$ at $Q=q$ gives $x=-bq$, and the relaxed energy is $(a-b)q^2/2$. Now change the charge to $q+\delta$ with $x$ fixed:

$$E(q+\delta,x)-E(q,x)=aq\delta+\frac{a\delta^2}{2}+x\delta=(a-b)q\delta+\frac{a\delta^2}{2}.$$

Subtract the periodic from the isolated result. The difference in $a-b$ is the fully screened $w$ used so far. The difference in $a$ is $w_\infty$, which has electronic screening alone. Thus

$$\Delta C=wq\delta+\frac{w_\infty\delta^2}{2}.$$

The term linear in $\delta$ is unchanged, so the eigenvalue correction remains $-qw=-0.40$ eV. For a whole electron, $\delta=-1$. A rough electronic permittivity of 4.5 gives $w_\infty=0.695$ eV in the same cell, and

$$\Delta C=-0.40+\frac{0.695}{2}=-0.05\ \text{eV}.$$

The vertical capture energy therefore needs almost no correction here, although the eigenvalue needs $-0.40$ eV. The two terms nearly cancel for these particular numbers; this is not a general rule.

## Variation 2: an alignment term, and negative charge

**Question.** How does (6) change if the quoted total-energy correction also contains a term linear in $q$? What happens for $q=-2$?

**Solution.** Suppose the periodic potential must also be raised by a constant $\Delta$ that does not depend on $q$. The energy correction is then

$$C_{\rm tot}=\frac{q^2w}{2}+q\Delta=C+C_{\rm lin}.$$

Differentiating with $dN=-dq$ gives

$$\Delta\epsilon=-qw-\Delta=-\frac{2C+C_{\rm lin}}{q}.$$

The linear part carries the factor 1 instead of 2. In the extreme case that all 0.40 eV were linear, the eigenvalue correction would be $-0.40/2=-0.20$ eV. The composition of a quoted correction must therefore be known before (6) is used. If instead the potential felt by the defect charge itself must be raised by $\Delta=\lambda q$ with a constant $\lambda$, building up the charge gives the energy term $\int_0^q\lambda q'\,dq'=\lambda q^2/2=q\Delta/2$, not $q\Delta$. This term is quadratic and belongs with $C$; (6) then gives its share of the eigenvalue correction as $-\Delta$, as it should. This $\Delta$ must not be confused with the offset $D$ read far from the defect between its periodic potential and that of a point charge. For the Gaussian core in an isotropic host, $D=2\pi Kqs^2/(\varepsilon\Omega)=3.3$ meV. The energy correction changes by the full $-qD=-6.6$ meV found above, and the eigenvalue correction of a state as wide as the core changes by $+2D$, so $\Delta=-2D$. An alignment term of this origin has the form $q$ times an offset, but it is quadratic in $q$ and belongs with $C$.

For $q=-2$ and no linear term, $C$ is again $+0.40$ eV, because (4) contains $q^2$. Equation (6) now gives

$$\Delta\epsilon=-\frac{2(0.40)}{-2}=+0.40\ \text{eV}.$$

The site potential of the images and background has changed sign, so the periodic level is too low and must be raised.

## Calculated quantities

```
defect charge q: +2 e
given total-energy image correction: +0.40 eV
rough relative permittivities x, y, z: [18. 16. 13.]
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
cubic cell edge giving this correction: 1.3064 nm
image strength w, Ewald: 0.20000 eV
image strength w, direct sum: 0.20000 eV
layered test permittivities x, y, z: [15. 15.  4.]
layered test w, Ewald: 0.26643 eV
layered test w, direct sum: 0.26643 eV
site potential of images and background: -0.4000 V
spurious electron-level shift: +0.4000 eV
required eigenvalue correction: -0.4000 eV
required eigenvalue correction: -0.014700 Ha
total-energy correction for charge +1: 0.1000 eV
total-energy correction for charge +2: 0.4000 eV
total-energy correction for charge +3: 0.9000 eV
whole-electron difference C(1)-C(2): -0.3000 eV
whole-electron difference C(2)-C(3): -0.5000 eV
mean of these differences: -0.4000 eV
model well depth: 20.0 eV
model well width parameter: 0.18 nm
model core-charge width parameter: 0.08 nm
model, N=0: total-energy correction +0.3935 eV
model, N=0: eigenvalue correction -0.3933 eV
model, N=0: finite-width change of energy correction -6.5 meV
model, N=0: finite-width change of level correction +6.7 meV
model, N=1: total-energy correction +0.3938 eV
model, N=1: eigenvalue correction -0.3933 eV
model, N=1: finite-width change of energy correction -6.2 meV
model, N=1: finite-width change of level correction +6.7 meV
Janak test, periodic eigenvalue at N=1: -11.75507 eV
Janak test, energy slope at N=1: -11.75515 eV
mean permittivity: 15.667
energy correction with mean permittivity: 0.3992 eV
energy correction, permittivities up 10%: 0.3636 eV
oblique cell angle: 99 degrees
oblique cell off-diagonal permittivity: 1.0
oblique cell energy correction: 0.4015 eV
rough electronic permittivity: 4.5
electronic image strength: 0.6950 eV
frozen-ion correction for capturing an electron: -0.0525 eV
overlap model, rough level depth: 2.0 eV
overlap model, rough effective mass: 0.2 m_e
overlap model, isolated decay constant: 3.240 1/nm
overlap model, lattice decay constant: 3.318 1/nm
overlap model, in-phase level shift: -0.0967 eV
```
